\section*{Kinetic roughening length of island facets and its first correction}

\section{A plausible criterion that fails}

A compact island stays compact if atoms arriving at its edge fill one row before the next row starts. It is tempting to require that an adatom can cross the facet in the time taken to grow a row. For a facet of $L$ sites, edge diffusivity $D$ (in sites$^2$/s) and arrival rate $k$ per edge site, the crossing time is of order $L^2/D$ and the row time is $1/k$. This suggests flat facets up to $L\sim(D/k)^{1/2}$. With $D/k=1.907\times10^5$, the case worked out below, that is about 440 sites. The nucleation calculation gives 46 to 70.

The criterion fails because it follows one atom. A row receives $L$ atoms, and each can meet another adatom on top of the unfinished row. If two meet and bind permanently, a second row has started too early. These chances must be added over the whole row, and the sum gives a quarter power.

\section{Model and row clock}

Lengths are counted in edge sites. An edge adatom hops at rate $D$ in each direction. Two adjacent adatoms form a permanent nucleus, and attachment to a kink is permanent. The corners are closed, so the facet exchanges no atoms with its neighbours. An atom on top of an unfinished row can step down at an open end of that row, where it joins the kink. The step-down rate $v$ equals $D$ unless stated otherwise.

On a complete facet a lone adatom cannot escape, so it waits for a second one and the pair starts a row. While the row grows, atoms landing beside it reach its kinks, and atoms landing on top step down to them. To leading order in $k$ all $kL$ arrivals per second lengthen the row:
\begin{equation}
\frac{d\ell}{dt}=kL,\qquad 0<\ell<L .
\label{clock}
\end{equation}
The row therefore takes the time $L/(kL)=1/k$. This holds while the row stays bare: once a second row has started on top, it captures some of the arriving atoms, and the lower row takes longer to fill.

Let $M$ be the nucleation rate on top of a row that is still bare, integrated over the time the row takes to fill. For $M\ll1$ this is the mean number of nuclei formed there before the row is complete. At larger $M$ the first nucleus captures adatoms and hinders later ones, so the actual number is smaller. Growth is row by row for $M\ll1$. The condition $M=1$ defines the roughening length $L_c$, which marks a gradual crossover.

\section{One adatom on top of the row}

The row lengthens slowly compared with diffusion across it, a condition checked below, so the adatom density $n(x)$ is stationary:
\begin{equation}
D\,n''(x)+k=0 .
\end{equation}
Integrating twice gives $n=-kx^2/(2D)+Ax+B$. If both ends are open, $n(0)=0$ gives $B=0$ and $n(\ell)=0$ gives $A=k\ell/(2D)$. If the row has reached a corner at $x=0$, that end is closed: $n'(0)=0$ gives $A=0$, and $n(\ell)=0$ gives $B=k\ell^2/(2D)$. Hence
\begin{equation}
n_{\rm open}=\frac{k\,x(\ell-x)}{2D},\qquad
n_{\rm closed}=\frac{k(\ell^2-x^2)}{2D}.
\end{equation}
The mean adatom numbers are the integrals over the row,
\begin{align}
N_{\rm open}&=\frac{k}{2D}\left(\frac{\ell^3}{2}-\frac{\ell^3}{3}\right)=\frac{k\ell^3}{12D},\\
N_{\rm closed}&=\frac{k}{2D}\left(\ell^3-\frac{\ell^3}{3}\right)=\frac{k\ell^3}{3D}.
\end{align}
Closing one end raises the occupation fourfold.

\section{Will two adatoms meet?}

Scale the row to unit length and place two adatoms at $x<y$. The point $(x,y)$ diffuses isotropically in the triangle $0<x<y<1$, so the probability $p(x,y)$ that they meet before either leaves is harmonic, with $p=1$ on the diagonal $x=y$.

\emph{Two open ends.} Here $p=0$ on the legs $x=0$ and $y=1$. The function $u=1-p$ vanishes on the diagonal and equals 1 on the legs. Continue it to the unit square by $u(y,x)=-u(x,y)$. It is then harmonic in the square, with value $+1$ on the sides $x=0$, $y=1$ and $-1$ on the sides $x=1$, $y=0$. Let $P_s$ be the probability that the diffusing point leaves the square through side $s$. Then
\begin{equation}
u=P_{x=0}+P_{y=1}-P_{x=1}-P_{y=0}
=1-2\left(P_{x=1}+P_{y=0}\right),
\end{equation}
because the four probabilities add to 1. For a side at distance $d$, with coordinate $t$ along it, expanding the boundary value 1 in sines gives
\begin{equation}
H(d,t)=\sum_{m=1,3,5,\dots}\frac{4}{m\pi}\,\sin(m\pi t)\,
\frac{\sinh[m\pi(1-d)]}{\sinh(m\pi)} .
\end{equation}
Each term is harmonic and vanishes on the other three sides. Therefore
\begin{equation}
p_{\rm open}(x,y)=2\left[H(1-x,y)+H(y,x)\right].
\end{equation}

\emph{One closed end.} At $x=0$ the condition is now $\partial_xp=0$. Reflection in $x$ extends the problem to $|x|<y<1$, with $p=1$ on $y=\pm x$ and $p=0$ on $y=1$. Set $a=(y-x)/2$ and $b=(y+x)/2$. This rotates and uniformly scales the plane, so harmonic functions stay harmonic. The new triangle has legs $a=0$ and $b=0$, where $p=1$, and hypotenuse $a+b=1$, where $p=0$. These are the boundary values of $u$ at the point $(a,1-b)$, so
\begin{equation}
p_{\rm closed}(x,y)=1-p_{\rm open}\!\left(\frac{y-x}{2},\,1-\frac{x+y}{2}\right).
\end{equation}

\section{The quarter-power law}

Nucleation needs one adatom already present and a second one landing. When the occupation is small, the rate on a row of length $\ell$ is
\begin{equation}
\omega(\ell)=k\int_0^\ell\!\!\int_0^\ell n(x)\,p(x,y)\,dx\,dy
=c\,\frac{k^2\ell^4}{D}.
\end{equation}
The power follows from scaling: $n$ contributes $k\ell^2/D$ and the two integrations contribute $\ell^2$. With $\nu=Dn/(k\ell^2)$ and scaled coordinates, folding the square onto the triangle gives
\begin{equation}
c=\int\!\!\int_{0<x<y<1}\left[\nu(x)+\nu(y)\right]p(x,y)\,dx\,dy .
\end{equation}
Quadrature gives $c_{\rm open}=0.0391$ and $c_{\rm closed}=0.216$. With $p=1$ everywhere the integrals would be $1/12$ and $1/3$. An atom that lands while another is present thus meets it with mean probability $12\times0.0391=0.47$ or $3\times0.216=0.65$.

By (\ref{clock}), $dt=d\ell/(kL)$, and so
\begin{equation}
M=\int_0^L\frac{\omega(\ell)}{kL}\,d\ell
=\frac{ck}{DL}\,\frac{L^5}{5}=\frac{c\,kL^4}{5D}.
\label{M}
\end{equation}
Setting $M=1$ gives the leading roughening length
\begin{equation}
L_0=\left(\frac{5}{c}\right)^{1/4}\left(\frac{D}{k}\right)^{1/4}.
\label{L0}
\end{equation}
A row generally starts with two open ends and later has one, after it reaches a corner. For a row grown from a single nucleus the two constants therefore bracket $M$, and in this estimate the prefactor in (\ref{L0}) lies between 2.19 (one end closed) and 3.36 (two open ends). The constants differ by a factor 5.5, but the fourth root reduces this to 1.5.

Two assumptions can now be checked at $L\approx L_0$. The occupation is of order $kL^3/D\sim1/L$. During one diffusion time $\ell^2/D$ the row lengthens by a fraction of at most about $kL^2/D\sim1/L^2$. Both are small for long facets. Secondary nuclei beside the first one in the same row are a different matter: their effect on $M$ is of relative order $kL^4/D$, which is not small at $M=1$. The exponent survives, since this is the same scaling variable, but the prefactor is an estimate.

\section{First correction: ends, contact and discrete rows}

Keep the term of $M$ linear in $k$ and ask how its coefficient changes at relative order $1/L$.

Consider an open end first. If the last site is $\ell$ and an atom leaves it at rate $v$, the outward current is $v\,n_\ell$. A linear profile carrying this current has slope $-v\,n_\ell/D$ and vanishes a distance $D/v$ beyond the last site. The row itself ends half a site beyond it, so the absorbing point is displaced outward by
\begin{equation}
\lambda=\frac{D}{v}-\frac12 .
\end{equation}
The same displacement applies to $n$ and to $p$. To first order in $\lambda/\ell$ the triangle keeps its shape and grows, so $\ell^4$ becomes $(\ell+2\lambda)^4$ for two open ends and $(\ell+\lambda)^4$ for one. The relative corrections are $8\lambda/\ell$ and $4\lambda/\ell$. For $v=D$ they equal $4/\ell$ and $2/\ell$.

Adatoms also bind at a separation of one site instead of zero. This moves the diagonal boundary by one site and adds another relative correction of order $1/\ell$. Altogether
\begin{equation}
\omega=\frac{ck^2\ell^4}{D}\left(1+\frac{b}{\ell}+\dots\right).
\end{equation}
The total $b$ for $v=D$ can be read from the lattice solution of the one- and two-adatom equations. Between 60 and 120 sites the effective power is
\begin{equation}
4+\log_2\frac{1+b/120}{1+b/60}\approx4-\frac{b}{120\ln2}.
\end{equation}
The computed powers 3.925 and 3.964 give $b\approx6.2$ for two open ends and $b\approx3.0$ for one. Terms of order $1/\ell^2$ are dropped here, so these values, and the shifts derived from them below, are uncertain by several per cent. After subtraction of the end contributions 4 and 2, contact accounts for about 2 and 1. These values count an atom that lands on the site of an adatom as forming a nucleus. If such a landing is redrawn elsewhere on the row, the rate loses $kN$ and gains a factor $1+1/\ell$. Then $b$ falls by $1/\bar p-1$, about 1.1 and 0.5 for the mean meeting probabilities $\bar p=0.47$ and $0.65$. The simulation below redraws such landings, so $b$ is specific to the landing rule.

Finally, the row length takes integer values, each lasting $1/(kL)$. With $\sum_{\ell<L}\ell^4=L^5/5-L^4/2+\dots$ and $\sum_{\ell<L}\ell^3=L^4/4+\dots$,
\begin{align}
M&=\frac{ck}{DL}\left(\frac{L^5}{5}-\frac{L^4}{2}+\frac{bL^4}{4}+\dots\right)\nonumber\\
&=\frac{ckL^4}{5D}\left(1+\frac{g}{L}+\dots\right),\qquad g=\frac{5(b-2)}{4}.
\end{align}
Thus $g\approx5.3$ for two open ends and $1.3$ for one. To solve $M=1$, insert $L=L_0+\delta$. The first-order terms are $4\delta/L_0+g/L_0=0$, hence
\begin{equation}
L_c=L_0-\frac g4 .
\end{equation}
The lattice correction to the linear estimate is a constant shift, about $-1.3$ sites or $-0.3$ sites. A stricter criterion $M=\varepsilon$ multiplies $L_0$ by $\varepsilon^{1/4}$ and leaves the shift unchanged. The shift belongs to the linear estimate of $M$ only. Finite occupation lowers the rate on a bare row by a relative amount of order $N\sim kL^3/D$, because an adatom that has already met another no longer counts. At $M=1$ this is also of order $1/L$. It gives a shift of opposite sign, about $+2$ sites, which falls in proportion to $\varepsilon$ for a stricter criterion. The omitted secondary nuclei can move the crossover by more still.

The expansion can be compared with the full lattice sums at $kL^4/D=16$. For rare, independent events the overgrown fraction of rows is $1-e^{-M}$. At $L=32$ the lattice bracket 0.137 to 0.513 corresponds to $M=0.147$ and $0.72$. The leading values $16c/5$ are $0.125$ and $0.693$, so the ratios are 1.18 and 1.04. The correction $1+g/L$ gives 1.17 and 1.04. At $L=16$ the ratios are 1.36 and 1.07, against 1.33 and 1.08.

A mild descent barrier increases $b$ by $8(D/v-1)$ or $4(D/v-1)$. Since $L_c$ shifts by $-5/16$ of the change in $b$, the additional shifts are
\begin{equation}
-\frac52\left(\frac Dv-1\right)\quad\text{and}\quad-\frac54\left(\frac Dv-1\right)
\end{equation}
for two open ends and one. These hold while they are small compared with $L_0$.

\section{The opposite limit: slow descent}

When $v\ll D/L$, an adatom spreads evenly over the row before leaving. It occupies a given end site with probability $1/\ell$, so its residence time is $\ell/(2v)$ with two open ends and $\ell/v$ with one. Two adatoms present together meet in a time of order $\ell^2/D$, which is much shorter, so they almost surely nucleate. The arrival rate $k\ell$ times the mean occupation, itself $k\ell$ times the residence time, gives
\begin{equation}
\omega=\frac{k^2\ell^3}{2v}\quad\text{or}\quad\frac{k^2\ell^3}{v}.
\end{equation}
Dividing by $kL$ and integrating over $\ell$ gives
\begin{equation}
M=\frac{kL^3}{8v}\quad\text{or}\quad\frac{kL^3}{4v},
\end{equation}
and therefore
\begin{equation}
L_c=\left(\frac{8v}{k}\right)^{1/3}\quad\text{or}\quad\left(\frac{4v}{k}\right)^{1/3}.
\end{equation}
The quarter-power law thus requires easy descent at row ends. Without it, both the exponent and the controlling rate change.

\section{Simulation of the whole edge}

A kinetic Monte Carlo simulation with $v=D$ follows all edge adatoms, many rows and secondary nuclei. Two runs have $kL^4/D=16$: $L=16$ with $D/k=4096$, and $L=32$ with $D/k=65536$. The overgrown fractions are 0.369 and 0.344, inside the lattice brackets 0.157 to 0.525 and 0.137 to 0.513. Converted by $M=-\ln(1-\text{fraction})$, the values have the ratio 0.92. The sampling error is about 10\% of this ratio, for 1495 and 395 counted rows treated as independent. If $M$ varied as $kL^3/D$ or $kL^5/D$, the ratio would be $1/2$ or 2.

At fixed $D/k=4096$, the overgrown fraction rises from 0.043 at $L=8$ to 1.000 at $L=128$. The height variance distinguishes the two forms of growth. An edge with only two levels and coverage $\theta$ of the upper one has variance $\theta(1-\theta)\le1/4$, with mean $1/6$ over steady filling. The short facet has variance 0.161 and the long one 1.206, so the long edge occupies more than two levels.

\section{Worked example and real islands}

Take an edge barrier of 0.40 eV, an attempt rate of $10^{13}$ s$^{-1}$ and 300 K. Then $D=1.907\times10^6$ sites$^2$/s. Deposition at 0.1 monolayer/s, with 100 surface sites feeding each edge site, gives $k=0.1\times100=10$ s$^{-1}$. Hence $D/k=1.907\times10^5$ and $(D/k)^{1/4}=20.9$, so
\begin{equation}
L_0=2.19\times20.9\approx46\quad\text{to}\quad3.36\times20.9\approx70\ \text{sites}.
\end{equation}
With a site spacing of 0.25 nm this is 11 to 18 nm. The lattice shifts are below 2\% of these lengths. At $L_0$ the mean number of adatoms on top is 0.17 with one end closed and 0.15 with two open ends, and $kL_0^2/D$ is at most 0.026, so growth is slow compared with diffusion. Low occupation holds only roughly: at these values the linear rate on the longest rows is too high by about a fifth, which the fourth root and the average over row lengths reduce to a few per cent in length.

With $k$ held fixed, heating to 350 K raises the range to 80 to 122 sites. A tenfold increase in $D/k$ lengthens the facet limit by a factor of 1.78. At 300 K, an extra descent barrier of 0.20 eV has a far larger effect. It gives $v=833$ s$^{-1}$ and $D/v=2290$ sites, well into the slow-descent regime, and the limit falls to about 7 to 9 sites. The occupation at that length is $4/L_c\approx0.5$ and the rows are only a few sites long, so these last figures are rough. Integer row lengths alone add about $2/3$ of a site, and the finite occupation adds more.

For metal islands on close-packed surfaces, edge barriers of a few tenths of an electronvolt are a reasonable scale, and 0.1 monolayer/s is fairly fast deposition. The feeding area is less certain, since it depends on island spacing and changes during growth; a tenfold error in it moves $L_0$ by a factor of 1.78. Real edges can also have a barrier to passing a kink, and the example shows that this assumption can change the answer by a factor of about five to eight. Atoms may also cross corners or detach from small nuclei, which this model excludes. The lengths above are therefore estimates for irreversible growth with closed corners. The individual values are listed in the numerical output.

\section*{Computed results}
\begin{verbatim}
c, two open ends (quadrature): 0.03913
c, one end closed (quadrature): 0.21642
c, two open ends (lattice, extrapolated): 0.03906
power of row length, two open ends, 60 to 120 sites: 3.925
c, one end closed (lattice, extrapolated): 0.21633
power of row length, one end closed, 60 to 120 sites: 3.964
slow descent, lattice rate / formula, two open ends: 1.0000
slow descent, lattice rate / formula, one end closed: 1.0000
simulation L=16 sites, D/k=4096: kL^4/D=16.0
  overgrown fraction: 0.369
  predicted bracket: 0.157 to 0.525
simulation L=32 sites, D/k=65536: kL^4/D=16.0
  overgrown fraction: 0.344
  predicted bracket: 0.137 to 0.513
ratio of mean overgrowth numbers, L=32 to L=16: 0.92
D/k=4096, L=8 sites: overgrown fraction 0.043
  height variance 0.161 rows^2
D/k=4096, L=128 sites: overgrown fraction 1.000
  height variance 1.206 rows^2
edge barrier: 0.40 eV; attempt rate: 1e+13 1/s
deposition: 0.1 monolayer/s; sites per edge site: 100
arrival rate k: 10.0 1/s per edge site; spacing: 0.25 nm
T=300 K: D=1.907e+06 sites^2/s, D/k=1.907e+05 sites^2
  (D/k)^(1/4): 20.9
  L_c: 45.8 to 70.3 sites
  L_c: 11.5 to 17.6 nm
  adatoms on top at L_c, one end closed: 0.168
  adatoms on top at L_c, two open ends: 0.152
  largest drift ratio k L_c^2/D: 0.0259
  extra descent barrier 0.20 eV: v=832.6 1/s
  barrier length D/v: 2290 sites
  slow-descent L_c: 6.9 to 8.7 sites
T=350 K: D=1.739e+07 sites^2/s, D/k=1.739e+06 sites^2
  (D/k)^(1/4): 36.3
  L_c: 79.6 to 122.1 sites
  L_c: 19.9 to 30.5 nm
prefactors of (D/k)^(1/4): 2.192 and 3.362
growth of L_c for tenfold D/k: 1.778
\end{verbatim}
